\section*{The fcc vacancy correlation factor from growing finite clusters}

\section{A good answer from a poor one}

A vacancy has just changed places with a tagged atom in a face-centred-cubic crystal. In a finite cluster of 125\,022 sites around the tracer, the probability that it comes back for another exchange is 0.2490. In the infinite crystal it is 0.2563, so the cluster is wrong by 2.8\% of the infinite value. Yet the correlation factor computed from the same return probabilities is 0.781462, only $1.0\times10^{-5}$ above its infinite-size value 0.781451. An inaccurate set of probabilities has given an accurate result. The reason also shows how to extrapolate.

The model is as follows. The tracer moves only by exchange with single vacancies. These are so dilute that one vacancy finishes its encounter with the tracer before another arrives. Every nearest-neighbour vacancy jump has the same rate $w$, and the tracer is at first taken to be identical to the host atoms. Lengths are measured in half the cubic lattice parameter $a$. Sites then have integer coordinates with even sum, and the twelve jump vectors $\mathbf a_k$ are of type $(\pm1,\pm1,0)$ and permutations, with squared length 2.

\section{What must be computed}

Let $\mathbf s_i$ be the successive tracer jumps. After $N$ jumps,
\begin{equation}
\langle R_N^2\rangle=2N+2\sum_{i<j}\langle\mathbf s_i\cdot\mathbf s_j\rangle .
\end{equation}
The correlation factor is $f=\lim\langle R_N^2\rangle/(2N)$. With $\theta_n$ the angle between jumps $n$ steps apart,
\begin{equation}
f=1+2\sum_{n=1}^{\infty}\langle\cos\theta_n\rangle .
\end{equation}

After a jump $\mathbf s_i$ the vacancy sits at $-\mathbf s_i$ from the tracer, so the next jump depends on the past through $\mathbf s_i$ alone. Its mean is unchanged by the symmetry operations that leave $\mathbf s_i$ fixed. For a $[110]$ direction these include two mirror planes whose intersection is the jump axis, so the mean lies along that axis:
\begin{equation}
\langle\mathbf s_{i+1}\,|\,\mathbf s_i\rangle=t\,\mathbf s_i ,\qquad t=\langle\cos\theta_1\rangle .
\end{equation}
If the vacancy escapes, the next jump is made by a newcomer with no preferred direction and adds zero to this mean. Iteration gives $\langle\cos\theta_n\rangle=t^n$. Since $|t|<1$,
\begin{equation}
f=1+\frac{2t}{1-t}=\frac{1+t}{1-t}.
\label{eq:f}
\end{equation}

The cheapest estimate counts only the immediate reversal, which has probability $1/12$. Then $t=-1/12$ and $f=11/13=0.846$. This ignores all longer walks that end in an exchange, so the walk has to be solved.

\section{The linear equations}

Put the tracer at the origin and start the vacancy at $\mathbf a_1=(1,1,0)$. Let $g(\mathbf r)$ be the mean time, in units of $1/w$, that it spends at $\mathbf r$ before it exchanges with the tracer or is lost. Departures from a site equal arrivals, including the initial one:
\begin{equation}
12\,g(\mathbf r)-\sum_{\mathbf r'\neq0}g(\mathbf r')=\delta_{\mathbf r,\mathbf a_1},
\label{eq:g}
\end{equation}
where $\mathbf r'$ runs over the neighbours of $\mathbf r$. Exchange from $\mathbf a_k$ has unit rate, so its probability is $P_k=g(\mathbf a_k)$. The last tracer jump was $-\mathbf a_1$ and the next is $\mathbf a_k$, hence
\begin{equation}
t=-\frac12\sum_kP_k\,\mathbf a_k\cdot\mathbf a_1,\qquad F=\sum_kP_k .
\end{equation}

The cluster is the cube $|x|,|y|,|z|<L$. With an absorbing boundary, a vacancy that leaves is lost. With a reflecting boundary, the outward jump is refused, and the 12 in Eq.~\eqref{eq:g} becomes the number of permitted jumps. The solutions are
\begin{center}
\begin{tabular}{rcccc}
$L$ & $F$ (abs.) & $t$ (abs.) & $f$ (refl.) & $f$ (abs.)\\
8 & 0.226365 & $-0.12226807$ & 0.7798516 & 0.7821054\\
16 & 0.241618 & $-0.12262819$ & 0.7812791 & 0.7815337\\
32 & 0.249038 & $-0.12267357$ & 0.7814314 & 0.7814617
\end{tabular}
\end{center}

The naive scheme enlarges the cluster until the return probabilities stop changing. They hardly do. From $L=16$ to 32 the error of $F$ falls from 0.0147 to 0.0073, a factor of two for about eight times as many sites.

To see why, consider a plain walk that may also visit the origin. Let $G_L$ be the mean number of visits to the origin when it starts there. The first visit is certain. By cubic symmetry each neighbour gives the same return probability $F_L$, and after a return the count starts afresh:
\begin{equation}
G_L=1+F_LG_L\quad\Longrightarrow\quad F_L=1-\frac1{G_L}.
\label{eq:F}
\end{equation}
In the infinite lattice the visit number at distance $r$ falls off as $1/r$ (derived below). An absorbing wall at distance of order $L$ therefore removes an amount of order $1/L$ from $G_L$. The lost walks are those that wander far and return, and their share falls only as $1/L$.

\section{Separating the direction from the return}

Walks that return from far away have nearly forgotten where they started. They matter for $F$ but almost cancel in $t$. To make this precise, let $h(\mathbf r)$ be the mean $x$-coordinate of the site from which the next exchange occurs, for a vacancy starting at $\mathbf r$, with escape counted as zero. Conditioning on the first jump gives
\begin{equation}
h(\mathbf r)=\frac1{12}\sum_{\mathbf r'\ne0}h(\mathbf r')+b(\mathbf r),
\label{eq:h}
\end{equation}
with $b(\mathbf r)=x/12$ on the twelve neighbours of the tracer and zero elsewhere.

By reflection $h$ is odd in $x$. If we set $h(0)=0$, Eq.~\eqref{eq:h} also holds at the origin, because the neighbour values cancel in pairs there. The special role of the tracer site has disappeared: $h$ obeys the plain-walk equation on all sites,
\begin{equation}
Ah=b,\qquad (Ah)(\mathbf r)=h(\mathbf r)-\frac1{12}\sum_{\mathbf r'}h(\mathbf r').
\end{equation}

On the neighbour shell, sites with $x=0$ have $h=0$. Those with $x=1$ are equivalent under symmetries that preserve $x$, and $x=-1$ gives the opposite sign. Thus $h=\kappa x$ on the shell. Since $\sum_kP_k\mathbf a_k$ is parallel to $\mathbf a_1$ and has $x$-component $h(\mathbf a_1)=\kappa$, it equals $\kappa\mathbf a_1$, and
\begin{equation}
t=-\tfrac12\kappa\,\mathbf a_1\cdot\mathbf a_1=-\kappa .
\end{equation}
Eight neighbours have $x^2=1$, so $b\cdot h=8\kappa/12$ and
\begin{equation}
\kappa=\tfrac32\,b\cdot A^{-1}b .
\label{eq:quad}
\end{equation}

\section{How the boundary enters}

A jump changes each coordinate by at most one, so a vacancy leaving the absorbing cube lands on a plane such as $x=L$, where $h=0$. The mirror operation $x\to2L-x$ maps the lattice onto itself because $2L$ is even. The absorbing faces can therefore be replaced by mirror images of the source $b$ with reversed sign, placed at $\mathbf R=2L(n_1,n_2,n_3)$ in an infinite lattice.

The far field of a unit source follows from the Fourier form of $A$, which is $1-\lambda(\mathbf k)$ with
\begin{equation}
\lambda=\tfrac13(\cos k_x\cos k_y+\cos k_y\cos k_z+\cos k_z\cos k_x).
\end{equation}
At small $k$ each $k_x^2/2$ occurs in two of the products, so $1-\lambda\simeq k^2/3$. The volume per site is 2, and the inverse transform of $1/k^2$ is $1/(4\pi r)$. The far field is therefore
\begin{equation}
G(\mathbf r)\simeq2\cdot3\cdot\frac1{4\pi r}=\frac3{2\pi r}.
\end{equation}
The source $b$ has no net strength. Its dipole moment is $\sum bx=8/12=2/3$, so it produces
\begin{equation}
h\simeq\frac23\cdot\frac3{2\pi}\,\frac{x}{r^3}=\frac{x}{\pi r^3}.
\end{equation}

Reflection in a face normal to $x$ reverses both the sign of the source and its $x$-coordinates, so the dipole is unchanged. Reflection in a face normal to $y$ or $z$ reverses the dipole. Each image thus has sign $(-1)^{n_2+n_3}$, and the slope of its field at the origin is
\begin{equation}
\frac{\partial h}{\partial x}=\frac{(-1)^{n_2+n_3}}{\pi}\left(\frac1{R^3}-\frac{3R_x^2}{R^5}\right).
\end{equation}
Summed over all images, this slope is the leading change of $\kappa$. With $R=2Ln$ and $t=-\kappa$,
\begin{align}
t_L&=t+\frac{A_3}{L^3}+\frac{A_5}{L^5}+\dots,\\
A_3&=-\frac1{8\pi}\sum_{\mathbf n\ne0}(-1)^{n_2+n_3}\,\frac{n^2-3n_1^2}{n^5}.
\end{align}
The sum is taken with a cutoff $e^{-(n/n_c)^8}$, flat near the origin and smooth at large $n$, where the alternating signs cancel distant contributions. The six decimals below are the same for $n_c=10$, 14 and 25, whereas a Gaussian cutoff converges slowly (0.2121 at width 12). It gives $A_3=0.213012$, and a fit to the cluster results gives the same six decimals.

Even powers are absent for two reasons. The expansion of $1/(1-\lambda)$ contains even powers of $k$, so $G$ contains $r^{-1},r^{-3},r^{-5},\dots$. Source and response are both odd, so together they add an even number of derivatives.

This resolves the opening puzzle. The return probability feels the boundary through a net source, at order $1/L$. The correlation factor feels it through a dipole acting on a dipole, at order $1/L^3$.

\section{Extrapolation and a strict bracket}

The known powers make a hand calculation possible. Keeping only $L^{-3}$, the pair $L=16,32$ gives
\begin{equation}
t\simeq\frac{8t_{32}-t_{16}}7=\frac{-0.98138856+0.12262819}{7}=-0.12268005 .
\end{equation}
Five sizes, $L=8,12,16,24,32$, determine the limit and the coefficients of $L^{-3},L^{-5},L^{-7},L^{-9}$. The result is $t=-0.122680066$, so
\begin{equation}
f=\frac{1-0.122680066}{1+0.122680066}=0.781451 .
\end{equation}

An extrapolation relies on its assumed powers, and the two boundary conditions provide a bracket that does not. Because $A$ is symmetric and positive,
\begin{equation}
b\cdot A^{-1}b=\max_u\left[2b\cdot u-\frac1{12}\sum_{\rm bonds}(u-u')^2\right],\quad u(0)=0 .
\end{equation}
Setting the derivative with respect to $u$ to zero gives $Au=b$, and inserting this gives the left side. An absorbing boundary restricts the maximum to functions that vanish outside the cluster, which can only lower it. A reflecting boundary drops the outer bonds, hence non-negative penalties, which can only raise it. By Eq.~\eqref{eq:quad}, $\kappa_{\rm abs}\le\kappa\le\kappa_{\rm refl}$. Since $f=(1-\kappa)/(1+\kappa)$ decreases with $\kappa$,
\begin{equation}
f_{\rm refl}\le f\le f_{\rm abs}.
\end{equation}
At $L=32$ this confines $f$ to the interval from 0.781431 to 0.781462, apart from rounding.

The return probabilities can be extrapolated too, if the slow part is separated. By Eq.~\eqref{eq:F}, $1/(1-F_L)$ is $G_L$, which has powers $L^{-1},L^{-3},\dots$, and the limit is $F=0.2563182$. The average of $P_k$ over the shell is $F/12$. The remainder $P_k-F/12$ comes from a source without net strength, and the constraint at the origin does not affect it. Inversion keeps its odd and even parts separate, so its corrections start at $L^{-3}$ and again have odd powers. For $\cos\theta_1=-1,-\frac12,0,\frac12,1$, with 1, 4, 2, 4, 1 sites, the probabilities per site are 0.10469, 0.02136, 0.01180, 0.00893 and 0.00688. Thus
\begin{equation}
t=-0.10469-2(0.02136)+2(0.00893)+0.00688=-0.12267,
\end{equation}
which agrees with the extrapolated $t$ within rounding. Reversal is the largest term, but the four sites at $120^\circ$ from the last jump contribute $-0.0427$, about a third of the total.

\section{Two independent routes}

The infinite lattice can be treated without clusters. The four neighbours $(\pm1,\pm1,0)$ contribute $-4i\sin k_x\cos k_y$ to $\sum x\,e^{-i\mathbf k\cdot\mathbf r}$, and $(\pm1,0,\pm1)$ contribute the same with $k_z$. Therefore
\begin{equation}
\tilde b(\mathbf k)=-\frac i3\sin k_x(\cos k_y+\cos k_z).
\end{equation}
Inserting this in Eq.~\eqref{eq:quad} gives the Brillouin-zone average
\begin{equation}
t=-\frac32\left\langle\frac{|\tilde b|^2}{1-\lambda}\right\rangle
=-\frac16\left\langle\frac{\sin^2k_x(\cos k_y+\cos k_z)^2}{1-\lambda}\right\rangle .
\end{equation}
Numerical integration on midpoint meshes, extrapolated in mesh size with the same odd powers, gives $f=0.781451422$, equal to the cluster extrapolation in all nine printed decimals. Similarly $1/(1-F)=\langle1/(1-\lambda)\rangle$. Here a midpoint mesh with $N$ points per axis on $[0,\pi]$ gives exactly $G_L$ for $L=N$, so it does not test the limit independently. Watson's closed form $\langle1/(1-\lambda)\rangle=9\,\Gamma(1/3)^6/(2^{14/3}\pi^4)=1.344661$ does, and it gives $F=0.2563182$.

Both routes use Eq.~\eqref{eq:f}. A random-walk simulation tests that equation as well, since it measures the squared tracer displacement per encounter divided by twice the mean number of exchanges. For $L=8$, 300\,000 encounters give $f=0.7816\pm0.0010$ (one standard error), against 0.7821 from the linear equations. The mean number of exchanges is 1.2938, against $1/(1-F_8)=1.2926$. The number of exchanges is geometrically distributed, which implies a standard error of 0.0011.

\section{A tracer with a different exchange rate}

Let the tracer exchange at rate $sw$ while all other rates stay fixed. On the neighbour shell the total rate is now $11+s$, so
\begin{equation}
(11+s)h=\sum_{\mathbf r'\ne0}h(\mathbf r')+sx .
\end{equation}
Moving $(s-1)h$ to the right and using $h=\kappa_sx$ on the shell leaves the original equation with $x$ replaced by $[s-(s-1)\kappa_s]x$. By linearity
\begin{equation}
\kappa_s=\kappa[s-(s-1)\kappa_s]\;\Longrightarrow\;\kappa_s=\frac{s\kappa}{1+(s-1)\kappa}.
\end{equation}
Substitution in $f=(1-\kappa_s)/(1+\kappa_s)$ gives
\begin{equation}
f(s)=\frac{1-\kappa}{1-\kappa+2s\kappa}=\frac{u}{u+s},\quad u=\frac{1-\kappa}{2\kappa}=\frac{f(1)}{1-f(1)}=3.576 .
\end{equation}
Direct solutions at $L=8$ for $s=0.3$ and 3 agree with this law within $10^{-9}$ when $u$ is taken from the same cluster.

For $s\to0$ the vacancy almost always escapes before it can exchange again, so successive tracer jumps are made by different vacancies and $f\to1$. For $s\to\infty$ the pair exchanges back and forth and $f\simeq u/s$. Diffusion is proportional to $sf(s)$, which then saturates at $u$: host jumps around the tracer set the pace. The law does not cover a solute that also changes the neighbouring host jump rates.

\section{What the factor means for a metal}

Each neighbour site is vacant with probability $c$, so the tracer jumps at rate $12cw$. In ordinary units the squared jump length is $a^2/2$, and
\begin{equation}
D^*=\frac16\,(12cw)\,\frac{a^2}{2}\,f=a^2cwf .
\end{equation}
Transition-state theory gives $w=\nu e^{-E_m/kT}$, and equilibrium gives $c=e^{S_f/k-E_f/kT}$. Take $a=0.36$ nm, $\nu=10$ THz, $E_m=0.7$ eV, $E_f=1.3$ eV and $S_f=2k$, round values in the rough regime of copper. At 1000 K, $c=2.07\times10^{-6}$ and $w=2.97\times10^9\ \mathrm{s^{-1}}$, so
\begin{equation}
D^*=(3.6\times10^{-8}\,\mathrm{cm})^2\,cwf\simeq6.2\times10^{-12}\ \mathrm{cm^2/s}=6.2\times10^{-16}\ \mathrm{m^2/s}.
\end{equation}

For a real copper crystal this is an order-of-magnitude estimate. An error of 0.05 eV in $E_f+E_m$ changes $D^*$ by a factor 1.8, and an error of $1k$ in entropy by 2.7. Thermal expansion from 300 K, with an assumed constant coefficient of $17\times10^{-6}$ per K, adds about 2.4\% through $a^2$ (its larger effect, on the energies, is roughly linear in $T$ and so is hidden in the entropy and prefactor), and the leading quantum correction for one mode, $(h\nu/kT)^2/24$, is about 1\%. With an assumed binding energy of 0.1 eV and a barrier lowered by 0.2 eV, divacancies contribute about $3\times10^{-4}$ of the single-vacancy jumps. (There are six pair orientations per site and eight jumps that keep a pair together, against twelve jumps of a single vacancy, so the ratio is $4c\,e^{0.3\,\mathrm{eV}/kT}$.) This assumes no binding entropy and the same attempt frequency, and it is not a value for copper: two-term Arrhenius fits to measured self-diffusion give the second term, often assigned to divacancies, a far larger share at 1000 K. A tracer 3\% heavier has $s=1/\sqrt{1.03}$ and $f=0.7840$ if it alone moves in the unstable mode at the saddle point; if other atoms share that motion, $s$ is closer to 1. In a polycrystal, atoms also move along grain boundaries. Take cubic grains of size $d$, boundaries of width $\delta=0.5$ nm, and an assumed boundary diffusivity $a^2\nu e^{-E_b/kT}$ with $E_b=0.9$ eV. Boundaries parallel to the flux fill a fraction $2\delta/d$ of the cross-section. Their flux is then 0.6 times the lattice flux at 1000 K even with $100\ \mu$m grains.

At 400 K, a rough temperature of use for an interconnect, the same inputs give $D^*=4.7\times10^{-27}\ \mathrm{cm^2/s}$ and a root-mean-square displacement along one axis of $\sqrt{2D^*\tau}=0.017$ nm after a time $\tau$ of ten years. This is far below one jump length, so most atoms would not have moved at all. At 400 K an error of 0.05 eV in $E_f+E_m$ changes $D^*$ by a factor 4.3, so these inputs show how slow the lattice is but do not predict its rate in real copper. With $1\ \mu$m grains the estimated steady flux along boundaries exceeds the lattice flux by a factor of about $10^{10}$. Under these assumptions nearly all transport through a bulk polycrystal of this kind runs along its grain boundaries, and the value of $f$ for the lattice hardly affects the total flux. In a thin line, surfaces and interfaces, which are not modelled here, offer a comparable or larger cross-section and can carry more than the boundaries. The numerical output lists the remaining cluster sizes and inputs.

\section*{Values computed for the example and the checks}
\begin{verbatim}
L | sites | return prob F | t | f reflecting | f absorbing
8 | 1686 | 0.226365 | -0.12226807 | 0.7798516 | 0.7821054
12 | 6082 | 0.236595 | -0.12255733 | 0.7810224 | 0.7816462
16 | 14894 | 0.241618 | -0.12262819 | 0.7812791 | 0.7815337
24 | 51910 | 0.246580 | -0.12266467 | 0.7814028 | 0.7814758
32 | 125022 | 0.249038 | -0.12267357 | 0.7814314 | 0.7814617
extrapolated t: -0.122680066
extrapolated f: 0.781451422
zone-integral t: -0.122680066
zone-integral f: 0.781451422
difference of the two f: 2.4e-14
return probability F, extrapolated: 0.2563182
return probability F, zone integral: 0.2563182
L^-3 coefficient of t, fitted: 0.213012
L^-3 coefficient of t, image dipoles: 0.213012
infinite size: cosine | number of sites | P per site
-1.0 | 1 | 0.1046932
-0.5 | 4 | 0.0213599
+0.0 | 2 | 0.0117994
+0.5 | 4 | 0.0089270
+1.0 | 1 | 0.0068789
f if only immediate reversal counts (t=-1/12): 0.84615
Monte Carlo f at L=8: 0.7816 +- 0.0010
Monte Carlo encounters: 300000
Monte Carlo exchanges per encounter: 1.2938
linear-equation exchanges per encounter: 1.2926
Example with rough copper-like inputs
lattice parameter: 0.36 nm; attempt frequency: 10 THz
formation: 1.3 eV, 2 k; migration: 0.7 eV
vacancy site fraction at 1000 K: 2.074e-06
rate per vacancy jump direction: 2.966e+09 1/s
D without correlation: 7.973e-12 cm2/s
tracer D*: 6.231e-12 cm2/s = 6.231e-16 m2/s
Sizes of neglected effects at the same temperature
0.05 eV error in total energy: factor 1.79
1 k error in entropy: factor 2.72
divacancy share (bind 0.1 eV, barrier -0.2 eV): 2.7e-04
leading quantum correction to rate: 0.96 %
thermal expansion (17e-6 per K) in a^2: 2.4 %
f for tracer 3 % heavier: 0.78397
grain boundaries: width 0.5 nm, barrier 0.9 eV
boundary/lattice, 100 um grains, 1000 K: 0.61
lattice D* at 400 K: 4.73e-27 cm2/s
lattice diffusion length in 10 years: 1.7e-02 nm
boundary/lattice, 1 um grains, 400 K: 1.3e+10
\end{verbatim}
